# The Feynman propagator from mode sums, with retarded and advanced contours: a program that tests the result

```python
"""
Result under test: the time-ordered vacuum function of the free Dirac field,
    S_F = <0|T psi(x) psibar(y)|0>,
has the momentum form i(pslash + m)/(p^2 - m^2 + i0); passing above or below
both energy poles gives the retarded or advanced function instead.
Symbols: hbar = c = 1, metric (+,-,-,-), m mass, q spatial momentum,
E = sqrt(q^2 + m^2), p0 frequency, t time difference, r distance.
greater = <psi psibar>, lesser = <psibar psi> (spinor indices as in greater).
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.special import k1

# Dirac matrices, mode energies and spinors from diagonalization
m = 1.0
q = np.array([0.36, 0.48, 0.45])
E = np.sqrt(q @ q + m**2)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
g0 = np.diag([1, 1, -1, -1]).astype(complex)
gk = np.array([np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli])
gq = np.einsum('k,kab->ab', q, gk)
one = np.eye(4)
H = g0 @ gq + m * g0
levels, vectors = np.linalg.eigh(H)
w_neg, w_pos = vectors[:, :2], vectors[:, 2:]
assert np.allclose(levels, [-E, -E, E, E], atol=1e-12)

# spin sums; the v spinors that go with exp(i q.x) have momentum -q
sum_u = 2 * E * w_pos @ w_pos.conj().T @ g0
sum_v = 2 * E * w_neg @ w_neg.conj().T @ g0
assert np.allclose(sum_u, E * g0 - gq + m * one, atol=1e-12)
assert np.allclose(sum_v, E * g0 + gq - m * one, atol=1e-12)

# Fock space of two electron and two positron modes (Jordan-Wigner matrices)
lower = np.array([[0, 1], [0, 0]], dtype=complex)
parity = np.diag([1, -1]).astype(complex)


def annihilator(k):
    out = np.eye(1)
    for j in range(4):
        factor = parity if j < k else (lower if j == k else np.eye(2))
        out = np.kron(out, factor)
    return out


b = np.array([annihilator(0), annihilator(1)])
d_dag = np.array([annihilator(k).conj().T for k in (2, 3)])


def field(t):
    return (np.einsum('as,sij->aij', w_pos, b) * np.exp(-1j * E * t)
            + np.einsum('as,sij->aij', w_neg, d_dag) * np.exp(1j * E * t))


def correlators(t):
    psi = field(t)
    psi_dag = field(0.0).conj().transpose(0, 2, 1)
    ab = np.einsum('aij,bjk->abik', psi, psi_dag)
    ba = np.einsum('bij,ajk->abik', psi_dag, psi)
    anti = ab + ba
    # the anticommutator must be a number, not an operator
    number = np.einsum('ab,ik->abik', anti[:, :, 0, 0], np.eye(16))
    assert np.allclose(anti, number, atol=1e-12)
    return ab[:, :, 0, 0] @ g0, ba[:, :, 0, 0] @ g0


def from_modes(kind, t):
    greater, lesser = correlators(t)
    if kind == 'Feynman':
        return greater if t > 0 else -lesser
    if kind == 'retarded':
        return greater + lesser if t > 0 else 0 * g0
    return 0 * g0 if t > 0 else -(greater + lesser)


# covariant expression integrated along explicit paths in the p0 plane
def covariant(p0):
    return 1j * (p0 * g0 - gq + m * one) / (p0**2 - q @ q - m**2)


nodes, weights = np.polynomial.legendre.leggauss(200)
pole_side = {'Feynman': (-1, 1), 'retarded': (1, 1), 'advanced': (-1, -1)}


def from_contour(kind, t):
    left, right = pole_side[kind]
    far = -1j * np.sign(t) * 40 / abs(t)   # ends turned to where exp decays
    path = [-3 + far, -3, -E + 0.5j * left, E + 0.5j * right, 3, 3 + far]
    total = 0 * g0
    for start, stop in zip(path[:-1], path[1:]):
        half = (stop - start) / 2
        for x, w in zip(nodes, weights):
            p0 = (start + stop) / 2 + half * x
            total = total + w * half * covariant(p0) * np.exp(-1j * p0 * t)
    return total / (2 * np.pi)


t_test = 0.8
contour = {}
worst = 0.0
for kind in pole_side:
    for t in (t_test, -t_test):
        contour[kind, t] = from_contour(kind, t)
        error = np.abs(contour[kind, t] - from_modes(kind, t)).max()
        worst = max(worst, error)
assert worst < 1e-9

# differences between the contours are homogeneous solutions at both times
for t in (t_test, -t_test):
    greater, lesser = correlators(t)
    S_F = contour['Feynman', t]
    assert np.allclose(S_F - contour['retarded', t], -lesser, atol=1e-9)
    assert np.allclose(S_F - contour['advanced', t], greater, atol=1e-9)

# Dirac equation away from t = 0, and the jump that makes the delta source
step = 1e-4
for kind in pole_side:
    for t in (t_test, -t_test):
        slope = (from_modes(kind, t + step) - from_modes(kind, t - step))
        slope = slope / (2 * step)
        rest = 1j * g0 @ slope - (gq + m * one) @ from_modes(kind, t)
        assert np.abs(rest).max() < 1e-7
    jump = from_modes(kind, 1e-10) - from_modes(kind, -1e-10)
    assert np.allclose(jump, g0, atol=1e-8)
greater0, lesser0 = correlators(0.0)
wrong_jump_error = np.abs(greater0 - lesser0 - g0).max()
assert wrong_jump_error > 0.1

# damped time transform of the mode sum, extrapolated to zero damping
p0_off = 0.5


def damped_parts(eta):
    time = np.linspace(0, 40 / eta, 400001)
    forward = simpson(np.exp((1j * (p0_off - E) - eta) * time), x=time)
    backward = simpson(np.exp((-1j * (p0_off + E) - eta) * time), x=time)
    return np.array([forward * greater0, -backward * lesser0])


parts = 2 * damped_parts(0.005) - damped_parts(0.01)
# the remaining error is of second order in the damping, about 1e-4
assert np.abs(parts.sum(axis=0) - covariant(p0_off)).max() < 5e-4
forward_part = 1j * greater0[0, 0] / (p0_off - E)
backward_part = 1j * lesser0[0, 0] / (p0_off + E)
assert abs(parts[0, 0, 0] - forward_part) < 5e-4
assert abs(parts[1, 0, 0] - backward_part) < 5e-4

# pole displacement produced by +i eps in the denominator
eps = 0.01
poles = np.roots([1, 0, -E**2 + 1j * eps])
poles = poles[np.argsort(poles.real)]
first_order = E - 1j * eps / (2 * E)
assert np.allclose(poles, [-first_order, first_order], atol=eps**2)

# what each propagator sends forward and backward from a given spinor
chi = np.array([1, 0, 0, 0], dtype=complex)
sent = {key: np.linalg.norm(S @ g0 @ chi)**2 for key, S in contour.items()}
weight_pos = (1 + m / E) / 2
assert abs(sent['Feynman', t_test] - weight_pos) < 1e-9
assert abs(sent['Feynman', -t_test] - (1 - weight_pos)) < 1e-9


# position space: D(t,r) by momentum quadrature with a Gaussian cutoff
def D_cut(t, r, width):
    h = 0.02
    p = np.arange(1, 12501) * h
    energy = np.sqrt(p**2 + m**2)
    f = p * np.sin(p * r) / energy * np.exp(-1j * energy * t - width * p**2)
    return h * f.sum() / (4 * np.pi**2 * r)


def D(t, r, width=0.002):
    return 2 * D_cut(t, r, width / 2) - D_cut(t, r, width)


for t, r in ((1.0, 3.0), (0.0, 5.0)):
    s = np.sqrt(r**2 - t**2)
    closed = m * k1(m * s) / (4 * np.pi**2 * s)
    assert abs(D(t, r) / closed - 1) < 1e-4
    assert abs(D(t, r) - D(-t, r)) < 1e-10
t_out, r_out, t_in, r_in = 1.0, 3.0, 3.0, 1.0
s_out = np.sqrt(r_out**2 - t_out**2)
F_out, F_in = m * D(t_out, r_out), m * D(t_in, r_in)
R_out = m * (D(t_out, r_out) - D(-t_out, r_out))
R_in = m * (D(t_in, r_in) - D(-t_in, r_in))
R_in_check = m * (D(t_in, r_in, 0.004) - D(-t_in, r_in, 0.004))
assert abs(R_in) > 1e-3 and abs(R_in - R_in_check) < 1e-5

alpha = constants.fine_structure
print(f"mass m = {m:.2f} (unit of energy and momentum)")
print(f"momentum q = ({q[0]:.2f}, {q[1]:.2f}, {q[2]:.2f}) m")
print(f"|q| = {np.linalg.norm(q):.4f} m, mode energy E = {E:.4f} m")
print(f"E for the electron mass = {E / alpha**2:.1f} hartree")
print(f"Compton length 1/m for the electron = {alpha:.6f} bohr")
print(f"test time |t| = {t_test:.2f} 1/m")
print(f"largest contour minus mode-sum error = {worst:.1e} (no unit)")
print(f"jump error with wrong sign = {wrong_jump_error:.4f} (no unit)")
print(f"i0 shift: eps = {eps:.3f} m^2, poles at")
for z in poles:
    print(f"   {z.real:+.5f} {z.imag:+.5f}i m")
print(f"off-shell p0 = {p0_off:.2f} m, element (1,1) of S_F in 1/m:")
print(f"   forward part  {forward_part.imag:+.6f} i")
print(f"   backward part {backward_part.imag:+.6f} i")
print(f"   covariant     {covariant(p0_off)[0, 0].imag:+.6f} i")
print(f"   damped time integral {parts.sum(axis=0)[0, 0].imag:+.4f} i")
print("squared norm sent from chi = (1,0,0,0), no unit:")
for kind in pole_side:
    print(f"   {kind:9s} t>0: {sent[kind, t_test]:.4f}"
          f"  t<0: {sent[kind, -t_test]:.4f}")
print("quarter trace of S in position space, unit m^3:")
print(f" spacelike t = {t_out:.1f}, r = {r_out:.1f}, s = {s_out:.4f} 1/m")
print(f"   Feynman  {F_out.real:+.4e} {F_out.imag:+.1e}i")
print(f"   K1 form  {m**2 * k1(m * s_out) / (4 * np.pi**2 * s_out):+.4e}")
print(f"   retarded magnitude {abs(R_out):.1e} (rounding level)")
print(f" timelike t = {t_in:.1f}, r = {r_in:.1f} 1/m")
print(f"   Feynman  {F_in.real:+.4e} {F_in.imag:+.4e}i")
print(f"   retarded {R_in.real:+.1e} {R_in.imag:+.4e}i")
print("no test failed")
```

Running it gives:

```
mass m = 1.00 (unit of energy and momentum)
momentum q = (0.36, 0.48, 0.45) m
|q| = 0.7500 m, mode energy E = 1.2500 m
E for the electron mass = 23473.6 hartree
Compton length 1/m for the electron = 0.007297 bohr
test time |t| = 0.80 1/m
largest contour minus mode-sum error = 1.5e-14 (no unit)
jump error with wrong sign = 1.8000 (no unit)
i0 shift: eps = 0.010 m^2, poles at
   -1.25001 +0.00400i m
   +1.25001 -0.00400i m
off-shell p0 = 0.50 m, element (1,1) of S_F in 1/m:
   forward part  -1.200000 i
   backward part +0.057143 i
   covariant     -1.142857 i
   damped time integral -1.1430 i
squared norm sent from chi = (1,0,0,0), no unit:
   Feynman   t>0: 0.9000  t<0: 0.1000
   retarded  t>0: 1.0000  t<0: 0.0000
   advanced  t>0: 0.0000  t<0: 1.0000
quarter trace of S in position space, unit m^3:
 spacelike t = 1.0, r = 3.0, s = 2.8284 1/m
   Feynman  +4.4222e-04 +6.4e-18i
   K1 form  +4.4223e-04
   retarded magnitude 1.3e-17 (rounding level)
 timelike t = 3.0, r = 1.0 1/m
   Feynman  +3.8421e-03 +5.6297e-03i
   retarded +0.0e+00 +1.1259e-02i
no test failed
```
